Spurious Dudarev energy and potential from nickel 3d charge outside the sphere

**Problem**

A Hubbard correction needs the occupation of the d orbitals, and in an augmented-wave method one way to obtain it is from the charge inside an atomic sphere. A 3d orbital has a tail outside the sphere. If the sphere charge is used as it stands, a filled orbital is counted as partly empty.

Take a free nickel atom in the configuration 3d8 4s2 and let u(r) be its normalised 3d radial function, so that ∫₀^∞ u² dr = 1. Define the charge inside a sphere of radius R, and the charge missing from it, by

q(R) = ∫₀ᴿ u(r)² dr,  δ(R) = 1 − q(R).

The correction is the Dudarev functional

E = (U/2) Σ_σ Tr(n_σ − n_σ n_σ),

where n_σ is the 5×5 occupation matrix of spin σ and U stands for the effective parameter U − J. Take U = 6 eV, a round value. For R = 1.8, 2.0, 2.2 and 2.4 bohr, find:

(a) the 3d charge in the sphere;
(b) the energy E of one filled spin-orbital, which should be zero;
(c) the potential acting on that orbital in the sphere, which should be −U/2, and the resulting level shift;
(d) what changes when the projectors are renormalised.

The atom is treated in the local density approximation (LDA) with VWN correlation, without relativity or spin polarisation, and with a spherically averaged density. Two of its properties are given as data: the mean 3d radius r̄ = 1.004 bohr and the 3d level ε = −9.489 eV. In making the atom, the eight d electrons are spread evenly over ten spin-orbitals. Questions (b) to (d) then put one whole electron into a spin-orbital with this radial function, held fixed.

**First estimate by scaling**

Two lengths matter: the distance at which the charge sits, and the distance over which its tail decays. The first is r̄. The second is estimated from the level. Far from the nucleus, if the potential and the centrifugal term are dropped, the radial equation in atomic units is

u'' = 2|ε| u,  so that u ∝ exp(−κr),  κ = √(2|ε|).

With 1 hartree = 27.211 eV, |ε| = 9.489/27.211 = 0.3487 hartree. Hence 2κ = 2√0.6974 = 1.670 bohr⁻¹, and the charge density u² decays over 1/(2κ) = 0.599 bohr.

The simplest density with both lengths is zero up to some r₀ and exponential beyond it:

u² = 2κ exp[−2κ(r − r₀)] for r > r₀.

It is normalised, and its mean radius is r₀ + 1/(2κ). Setting this equal to r̄ gives r₀ = r̄ − 1/(2κ) = 0.405 bohr. For R > r₀ the charge outside is

δ ≈ exp[−2κ(R − r₀)] = exp[−1 − 2κ(R − r̄)].

At R = 2.0 bohr the exponent is −1 − 1.670 × 0.996 = −2.66, so δ ≈ 0.070. The four radii give

R = 1.8 bohr: δ ≈ 0.097
R = 2.0 bohr: δ ≈ 0.070
R = 2.2 bohr: δ ≈ 0.050
R = 2.4 bohr: δ ≈ 0.036

The Hubbard energy of one orbital with occupation x is the parabola (U/2)(x − x²). It vanishes at x = 1, where its slope is U(1/2 − 1) = −U/2. Moving back from x = 1 by δ therefore costs

E ≈ Uδ/2,

and since the second derivative of the parabola is −U, the slope, which is the potential, rises by Uδ. At 2.0 bohr these are 3 × 0.070 = 0.21 eV and 6 × 0.070 = 0.42 eV. At 1.8 and 2.4 bohr the energies are 0.29 and 0.11 eV.

**Solution: the charge in the sphere**

Write a 3d orbital as ψ = [u(r)/r] Y_m. The Laplacian acting on it gives [u'' − l(l+1)u/r²]/r times Y_m, so the Kohn-Sham equation becomes

−u''/2 + [l(l+1)/(2r²) + v(r)] u = ε u,  l = 2.

The potential is v = −28/r + v_H + v_xc. Let σ(r) be the radial density of all electrons, so that the density is ρ = σ/(4πr²). With v_H = W/r, Poisson's equation ∇²v_H = −4πρ reads W''/r = −σ/r², or

W'' = −σ/r.

The boundary values are W(0) = 0, because v_H is finite at the nucleus, and W = 28 at the outer edge, because from there all 28 electrons act like a point charge.

The functions u are expanded in B-splines B_i that vanish at r = 0 and at r = 30 bohr. Multiplying the radial equation by B_i and integrating, with one integration by parts whose boundary terms vanish, gives the matrix problem Hc = εSc with

H_ij = ∫ { B_i'B_j'/2 + [l(l+1)/(2r²) + v] B_iB_j } dr,  S_ij = ∫ B_iB_j dr.

The orbitals give σ, σ gives a new v, and the cycle is repeated until the density no longer changes. There is no closed form for the result; it is exact for the stated model up to numerical error. Integrating u² up to R answers (a):

R = 1.8 bohr: q = 0.905, eight electrons give 7.24
R = 2.0 bohr: q = 0.933, eight electrons give 7.47
R = 2.2 bohr: q = 0.953, eight electrons give 7.63
R = 2.4 bohr: q = 0.967, eight electrons give 7.74

A separate calculation of the same atom in a Gaussian basis gives values of q that differ by at most 0.0005.

The charge also depends on the state of the atom. At R = 2.0 bohr it is 0.898 for 3d9 4s1 and 0.950 for the free ion Ni2+ with 3d8. This spread of 0.05 is comparable with δ itself, so q is a property of the orbital as well as of the sphere.

**Solution: the occupation matrix and its energy**

Let the filled spin-orbital be a general d function,

ψ = [u(r)/r] Σ_m c_m Y_m,  Σ_m |c_m|² = 1.

The unrenormalised sphere projectors are

P_mm' = |Y_m> θ(R − r) <Y_m'|,

where the step function θ keeps the region r < R. They pick out the angular components of ψ at each radius and integrate over the sphere. Since the Y_m are orthonormal,

<ψ|P_m'm|ψ> = c_m'* c_m ∫₀ᴿ u² dr = q c_m c_m'*.

With f electrons in the orbital, the occupation matrix is n_mm' = f<ψ|P_m'm|ψ>, or in matrix form

n = f q c c†.

Because c†c = 1, the square is n² = f²q² c(c†c)c† = f²q² c c†. The traces are Tr n = fq and Tr n² = f²q², so

E(f) = (U/2)(fq − f²q²).

For a filled orbital, f = 1, and the spurious energy is

E = (U/2) q(1 − q).

At R = 2.0 bohr this is 3 × 0.9333 × 0.0667 = 0.187 eV, or 6.86 millihartree. The answers to (b) are

R = 1.8 bohr: E = 0.258 eV
R = 2.0 bohr: E = 0.187 eV
R = 2.2 bohr: E = 0.134 eV
R = 2.4 bohr: E = 0.096 eV

The energy vanishes for q = 1, where the whole orbital is seen, and for q = 0, where none of it is. It is largest at q = 1/2. All four spheres lie above that point, so a larger sphere lowers the energy.

For k filled orthogonal orbitals of one spin, n is q times a projector of rank k. Then Tr n = kq and Tr n² = kq², and the energies add. Eight filled spin-orbitals, with the other two empty, carry 2.07 eV at 1.8 bohr and 0.76 eV at 2.4 bohr. The total energy changes by 1.3 eV through the choice of sphere alone, although U and the orbitals are the same.

A term of this kind would cancel from energy differences between states with the same number of filled orbitals if q never changed. It does change. With the charges quoted above for R = 2.0 bohr, one filled spin-orbital carries

3d9 4s1: 3 × 0.898 × 0.102 = 0.27 eV
Ni2+: 3 × 0.950 × 0.050 = 0.14 eV

The difference, 0.13 eV per filled spin-orbital, comes from the shape of the radial function and not from any change in the number of electrons in that orbital.

**Solution: the potential and the level shift**

Change n by a small δn. To first order,

δE = (U/2) Tr(δn − n δn − δn n) = Tr[U(1/2 − n) δn],

where the last step uses Tr(δn n) = Tr(n δn). The potential matrix is therefore

V = U(1/2 − n).

Along the filled orbital its value is

c†Vc = U(1/2 − q) = −U/2 + U(1 − q).

The first term is the correct potential and the second is the excess. Along any direction d orthogonal to c, nd = 0 and the value is U/2, as it should be. At R = 2.0 bohr the filled orbital feels 6 × (0.5 − 0.9333) = −2.60 eV instead of −3.00 eV. The results for the potential in (c) are

R = 1.8 bohr: −2.43 eV, excess 0.57 eV
R = 2.0 bohr: −2.60 eV, excess 0.40 eV
R = 2.2 bohr: −2.72 eV, excess 0.28 eV
R = 2.4 bohr: −2.80 eV, excess 0.20 eV

If q fell below 1/2, the potential on the filled orbital would become repulsive, and the correction would push an occupied level up.

This potential is not yet the shift of the level. In the Hamiltonian it appears as the operator Σ V_mm' P_mm', which acts inside the sphere. Its expectation value in ψ contains the sphere charge once more:

Δε = Σ V_mm' <ψ|P_mm'|ψ> = q Σ V_mm' c_m* c_m' = q U(1/2 − q).

The same result follows from the energy: dE/df = (U/2)(q − 2fq²), which at f = 1 is Uq(1/2 − q). The correct shift is −U/2, so the level lies too high by

Δε + U/2 = (U/2)(1 + q − 2q²) = (U/2)(1 − q)(1 + 2q).

Two separate faults are added here. Inserting V = −U/2 + Uδ gives

qV + U/2 = −Uq/2 + qUδ + U/2 = Uδ/2 + qUδ.

The term Uδ/2 arises because even the correct potential would miss the tail. The term qUδ arises because the potential itself is too weak. At R = 2.0 bohr they are 0.20 and 0.37 eV, together 0.57 eV. The shift is then −2.43 eV. At 1.8, 2.2 and 2.4 bohr the shifts are −2.20, −2.59 and −2.71 eV, too high by 0.80, 0.41 and 0.29 eV. For small δ the error is close to 3Uδ/2, three times the spurious energy Uδ/2.

An empty orbital d with the same radial function is affected as well. Adding f electrons to it gives n = q cc† + fq dd†, and since c and d are orthogonal,

E = (U/2)(q − q² + fq − f²q²).

The derivative at f = 0 is Uq/2 instead of U/2. The splitting that the correction opens between filled and empty levels is

Uq/2 − Uq(1/2 − q) = Uq².

It should be U = 6 eV. It is 4.91 eV at 1.8 bohr, 5.23 eV at 2.0 bohr, 5.45 eV at 2.2 bohr and 5.61 eV at 2.4 bohr. In this first-order picture the unrenormalised scheme acts on the splitting like a smaller U, with a reduction that depends on the sphere.

**How far the fixed orbital can be trusted**

The potential well in the sphere also draws the orbital inward. To measure this, the 3d function was recalculated with the well added to the fixed Kohn-Sham potential, and q and the well depth were made consistent with each other.

At R = 2.0 bohr, q rises from 0.933 to 0.944, and the shift goes from −2.43 to −2.50 eV. At 1.8 bohr the shift goes from −2.20 to −2.29 eV, a change of 4% relative to the first-order value; at 2.4 bohr the change is under 2%. The first-order formula for the shift is thus good to a few per cent here. Its departure from −U/2 is a smaller quantity and changes more: from 0.80 to 0.71 eV at 1.8 bohr, from 0.57 to 0.50 eV at 2.0 bohr and from 0.29 to 0.24 eV at 2.4 bohr, that is by 11 to 16% of the first-order value.

The spurious energy is more sensitive, because it is nearly proportional to the small quantity 1 − q. With the relaxed charge at 2.0 bohr it is 3 × 0.944 × 0.056 = 0.16 eV instead of 0.19 eV. This is the Hubbard term alone. The contraction also costs energy in the fixed Kohn-Sham Hamiltonian. The relaxed shift is that cost plus Vq, with V = 6 × (0.5 − 0.944) = −2.664 eV and Vq = −2.515 eV, so the cost is −2.501 + 2.515, a little over 0.01 eV, and the net spurious energy is 0.17 eV. Relaxation reduces the fault without removing it. The response of the other electrons is not included in these numbers.

**Solution: renormalised projectors**

For (d), divide the occupation matrix by a fixed number q₀, the sphere charge of the reference orbital:

ñ = n/q₀,  E = (U/2) Tr(ñ − ññ).

For the reference orbital itself q = q₀, so ñ = cc† when it is filled, and E = 0. The chain rule gives a factor 1/q₀ in the potential that multiplies the original sphere operator:

dE/dn = (U/q₀)(1/2 − ñ).

Along the filled orbital this is −U/(2q₀), which at 2.0 bohr is −3.21 eV. It is deeper than −U/2 because it acts on the sphere charge alone. Multiplied by q₀, it gives the correct first-order shift −U/2.

The cure is complete for the reference orbital as long as its radial function is held fixed; the potential is still a well confined to the sphere, so a relaxed orbital contracts and its occupation exceeds one. Nor does the cure extend to other orbitals. Suppose q₀ = 0.9333 is taken from the neutral atom and applied to the Ni2+ function at the same radius. The occupation becomes 0.9502/0.9333 = 1.018, greater than one, and the energy is

3 × 1.018 × (1 − 1.018) ≈ −0.06 eV.

This is smaller in size than the unrenormalised 0.14 eV, but it has the opposite sign. For the 3d9 4s1 function the occupation is 0.963 and the energy 0.11 eV, compared with 0.27 eV before. Each value is smaller in size, but the difference between the two configurations is not: it is 0.108 + 0.055 = 0.16 eV per filled spin-orbital, against 0.13 eV without renormalisation. The slope of the energy with respect to q near q₀ is −U/(2q₀) = −3.21 eV, steeper than the unrenormalised −2.60 eV, so a fixed q₀ removes the offset but not the sensitivity to the shape of the orbital.

**A second meaning of "unrenormalised"**

Some schemes project on an atomic orbital χ that is cut off at the sphere, θχ. If the filled orbital is χ itself, the overlap is <θχ|χ> = q, and the occupation is its square, q². For orbitals with this same radial function, the formulas above for the unrenormalised energy, potential, level shift and splitting hold with q replaced by the weight w = q², since they used no property of q other than its role as the weight of the orbital in n. For an orbital with a different radial function u, the weight is the squared overlap of u with the cut χ, not the square of its own sphere charge.

The spurious energy becomes (U/2)q²(1 − q²), which is q(1 + q) times the earlier value and larger than it for all four spheres. At 2.0 bohr, w = 0.871, the energy is 0.34 eV and the potential on the filled orbital is −2.23 eV. Normalising the cut orbital divides the occupation by <θχ|θχ> = q and raises it from q² to q, still not to one. A statement that projectors are normalised therefore has to say whether the projecting function or the resulting occupation has been set to one.

**Comparison of estimate and solution**

The estimated charge outside the sphere can be set beside the computed one:

R = 1.8 bohr: 0.097 estimated, 0.095 computed
R = 2.0 bohr: 0.070 estimated, 0.067 computed
R = 2.2 bohr: 0.050 estimated, 0.047 computed
R = 2.4 bohr: 0.036 estimated, 0.033 computed

The estimate is too large by 2% at the smallest sphere and by 9% at the largest, relative to the computed values. Between these radii the computed charge outside falls by a factor 0.0329/0.0952 = 0.35, while the estimate gives exp(−1.670 × 0.6) = 0.37.

Such close agreement is better than the model deserves. The true density has no sharp inner edge, and at 2 bohr the dropped terms are not small: the centrifugal term alone is 3/r² = 0.75 hartree, twice |ε|. The attractive potential has the opposite sign and nearly cancels it: at 2 bohr v = −0.68 hartree, and the sum of the two stays between 0.06 and 0.07 hartree from 1.8 to 2.4 bohr. The local decay rate of u² in this range is about 1.8 bohr⁻¹, not far above 2κ = 1.67 bohr⁻¹. This cancellation belongs to the neutral 3d8 4s2 atom, and the estimate should not be carried over without it. For Ni2+ the level is −28.9 eV and 2κ = 2.92 bohr⁻¹, but the sum of the two terms is about −0.6 hartree and u² decays at only 2.0 to 2.2 bohr⁻¹; the same estimate is then too small by factors of 2.4 to 3.7 (0.018 against 0.050 at 2.0 bohr). For 3d9 4s1 it is too large by 16 to 30%.

The use of two lengths does matter. A hydrogen-like 3d function has u² ∝ r⁶exp(−ar) and mean radius 7/a, so r̄ fixes everything. Repeated integration by parts gives

δ = exp(−x) Σ_{k=0}^{6} xᵏ/k!,  x = aR = 7R/r̄.

With r̄ rounded to 1.00 bohr, this is 0.033 at R = 1.8 bohr and 0.0024 at 2.4 bohr. It is too small by factors of about 3 and 14. The nickel 3d orbital has a compact body and a tail that is long for its mean radius, and the spurious terms are governed by the tail.

For the energy, the estimate Uδ/2 carries one more error, since the full expression is Uδ(1 − δ)/2. At 1.8 bohr the estimate of 0.29 eV exceeds the computed 0.26 eV by 13%: 2% comes from δ and the rest from the missing factor q = 0.905. The excess potential Uδ has no such factor, and its estimate is as good as that of δ. At 2.0 bohr it is 0.42 eV against 0.40 eV.

The numerical check compares the sphere weights with derivatives of computed eigenvalues, and the Hubbard formulas with traces and numerical derivatives for a randomly oriented d orbital. Relativity, spin polarisation and the crystal remain outside the model. Spin polarisation alone moves the third digit of q: with five majority and three minority d electrons, q at 2.0 bohr is 0.938 for the majority and 0.926 for the minority orbital, instead of 0.933. In a solid, orbitals of neighbouring atoms also reach into the sphere and add to n, so the values of q found here describe the nickel orbital alone and not the full d occupation of a compound.

Values computed for the example and the checks

```
Effective Hubbard parameter U = 6.0 eV
Ni 3d8 4s2 total energy, splines   = -1505.5802 hartree
Ni 3d8 4s2 total energy, Gaussians = -1505.5666 hartree
Ni 3d level (LDA) = -9.489 eV
Mean 3d radius = 1.0038 bohr
Largest 3d-channel spline eigenvalue = 1.1e+09 hartree
Estimated derivative noise if such states were kept = 2.4e-03 electrons
Charge q per 3d electron (electrons), and 8q for 3d8:
  R=1.8 bohr: q=0.9048, outside=0.0952, 8q=7.238, Gaussian q=0.9043
  R=2.0 bohr: q=0.9333, outside=0.0667, 8q=7.466, Gaussian q=0.9330
  R=2.2 bohr: q=0.9532, outside=0.0468, 8q=7.625, Gaussian q=0.9531
  R=2.4 bohr: q=0.9671, outside=0.0329, 8q=7.737, Gaussian q=0.9673
Charge q for other configurations (electrons):
  R=1.8 bohr: 3d9 4s1 0.8648, Ni2+ 3d8 0.9236
  R=2.0 bohr: 3d9 4s1 0.8984, Ni2+ 3d8 0.9502
  R=2.2 bohr: 3d9 4s1 0.9232, Ni2+ 3d8 0.9678
  R=2.4 bohr: 3d9 4s1 0.9418, Ni2+ 3d8 0.9793
Spurious energy per filled spin-orbital, and for eight (eV):
  R=1.8 bohr: one 0.2584, eight 2.067
  R=2.0 bohr: one 0.1868, eight 1.494
  R=2.2 bohr: one 0.1339, eight 1.071
  R=2.4 bohr: one 0.0955, eight 0.764
Potential in the sphere (eV), correct value -3.0 eV:
  R=1.8 bohr: V=-2.4288, excess=0.5712, renormalised=-3.3157
  R=2.0 bohr: V=-2.5997, excess=0.4003, renormalised=-3.2144
  R=2.2 bohr: V=-2.7190, excess=0.2810, renormalised=-3.1474
  R=2.4 bohr: V=-2.8024, excess=0.1976, renormalised=-3.1022
First-order level shift, its error, filled-empty splitting (eV):
  R=1.8 bohr: shift=-2.1976, error=0.8024, splitting=4.9120
  R=2.0 bohr: shift=-2.4263, error=0.5737, splitting=5.2262
  R=2.2 bohr: shift=-2.5917, error=0.4083, splitting=5.4512
  R=2.4 bohr: shift=-2.7101, error=0.2899, splitting=5.6113
Relaxed 3d orbital, frozen Kohn-Sham potential:
  R=1.8 bohr: shift=-2.2869 eV, q=0.9180 electrons
  R=2.0 bohr: shift=-2.5012 eV, q=0.9440 electrons
  R=2.2 bohr: shift=-2.6512 eV, q=0.9614 electrons
  R=2.4 bohr: shift=-2.7558 eV, q=0.9733 electrons
Cut-orbital projector, weight q^2:
  R=1.8 bohr: q^2=0.8187, energy=0.4454 eV, V=-1.9120 eV
  R=2.0 bohr: q^2=0.8710, energy=0.3370 eV, V=-2.2262 eV
  R=2.2 bohr: q^2=0.9085, energy=0.2493 eV, V=-2.4512 eV
  R=2.4 bohr: q^2=0.9352, energy=0.1818 eV, V=-2.6113 eV
At R=2.0 bohr: spurious energy = 6.86 millihartree, excess potential = 14.71 millihartree
```
